# Conformal and bottom-only copper filling times for a cylindrical via

## Question

A cylindrical via in silicon has diameter 5 µm and depth \(H=50\) µm. It is filled with copper from an acid plating bath. Copper grows along the local normal of every active surface at the same constant speed \(v=0.50\) µm/min. The outer surface around the mouth is passive. The via counts as filled when no liquid remains below the original mouth plane.

Two modes are compared at this fixed speed. In conformal growth the side wall and the bottom are active. In bottom-only growth the wall is passive.

Data: copper molar mass 63.546 g/mol and density 8.96 g/cm³; copper concentration in the bath \(c_b=0.80\) mol/L; diffusivity of the copper ions \(D=5.0\times10^{-6}\) cm²/s. The bath values are rough typical ones. Each ion takes up two electrons.

**(a)** Find the filling time of each mode, and their ratio.

**(b)** Compare the charge and the mean current that the two modes need.

**(c)** In a real bottom-up process the wall is not fully passive. Let it grow at speed \(sv\) while the bottom grows at \(v\). For which \(s\) does the bottom front still fill the via before the wall closes?

**(d)** Can diffusion supply the copper that each mode needs at the start?

**(e)** Conformal growth is slowed to 0.050 µm/min. Does it now fill the via uniformly?

**(f)** Relate the results to real via filling, and estimate the main neglected effects.

## Model answers

### (a) Filling times

Let \(R=2.5\) µm be the radius, \(r\) the distance from the axis and \(z\) the height above the bottom. A front that moves along its normal at constant speed reaches a point after the time (distance to the nearest active surface)/\(v\).

For conformal growth the wall is at distance \(R-r\) and the bottom at distance \(z\), so

\[
t(r,z)=\frac{\min(R-r,\;z)}{v}.
\]

The filling time is the largest value of \(t\) in the via. Since \(R-r\le R\) and \(z\le H\), no point takes longer than \(\min(R,H)/v\). The point on the axis at the mouth, \(r=0\), \(z=H\), takes just this time. Hence

\[
t_c=\frac{\min(R,H)}{v}=\frac{R}{v}=\frac{2.5}{0.50}\ \text{min}=5.0\ \text{min}.
\]

The radius enters, not the diameter, because copper advances from both sides. All axis points with \(z\ge R\) are covered at the same moment, so the fronts meet along a line, the seam. In a via shallower than its radius the bottom front would arrive first, and the time would be \(H/v\).

For bottom-only growth \(t=z/v\), which is largest at the mouth:

\[
t_b=\frac{H}{v}=\frac{50}{0.50}\ \text{min}=100\ \text{min}=1.67\ \text{h}.
\]

The ratio is

\[
\frac{t_b}{t_c}=\frac{H}{R}=20,
\]

which is twice the depth-to-diameter ratio. At equal speed, and with unlimited copper supply, conformal growth is the faster mode.

### (b) Charge and current

Only copper below the mouth plane is counted here. In conformal growth copper also spreads upwards and outwards from the rim of the wall. At closure this bulge has a half-disc of radius \(R\) as its cross-section, swept around the rim. Its volume is \(\pi^2R^3=154\) µm³, which would add 16 % to the conformal charge; it is left out. Both modes then deposit the same volume, \(\pi R^2H=981.7\) µm³. The molar volume of copper is \(V_m=63.546/8.96=7.092\) cm³/mol. With two electrons per atom and Faraday constant \(F\), the charge is

\[
Q=\frac{2F\pi R^2H}{V_m}=26.7\ \mu\text{C}.
\]

The equality can be followed through the conformal process. At time \(t\) the open radius is \(a=R-vt\) and the open depth is \(L=H-vt\), so \(\dot a=\dot L=-v\). The open volume \(\pi a^2L\) changes at the rate

\[
\frac{d}{dt}(\pi a^2L)=2\pi aL\,\dot a+\pi a^2\dot L=-v\,(2\pi aL+\pi a^2).
\]

The bracket is the active area. The growth speed times the active area therefore integrates to the full initial volume.

The mean currents differ because the times differ: \(Q/t_c=89\) nA for conformal growth and \(Q/t_b=4.5\) nA for bottom-only growth. The contrast is larger at the start, when the active areas have the ratio

\[
\frac{2\pi RH+\pi R^2}{\pi R^2}=1+\frac{2H}{R}=41.
\]

The conformal current then falls as the via narrows. At half the filling time \(a=1.25\) µm and \(L=48.75\) µm, and the open fraction of the volume is \((1.25/2.5)^2(48.75/50)=0.244\). About three quarters of the copper is deposited in the first half of the time.

### (c) A leaking wall

The wall fronts meet on the axis after \(R/(sv)\), and the bottom front reaches the mouth after \(H/v\). The via is full at the earlier of the two:

\[
t_{\text{fill}}=\min\!\left(\frac{H}{v},\frac{R}{sv}\right).
\]

The bottom front wins if \(H/v<R/(sv)\). Multiplying by \(sv/H\), which is positive, gives

\[
s<\frac{R}{H}=5.0\,\%.
\]

For \(s=3\,\%\) the filling time remains 100 min. For \(s=10\,\%\) the wall closes after \(2.5/0.050=50\) min. The bottom front has then risen only 25 µm, and a seam lies above it. These times are geometric. By the method of part (d), the concentration drop for \(s=3\,\%\) stays below a quarter of \(c_b\), while for \(s=10\,\%\) the copper supply fails before the wall closes, as in part (e). The shorter time is thus a sign of lost bottom-up filling. The deeper and narrower the via, the more completely its wall must be suppressed.

### (d) Copper supply at the start

A surface growing at speed \(v\) consumes the copper flux

\[
N=\frac{v}{V_m}=1.175\times10^{-7}\ \text{mol/(cm}^2\,\text{s)},
\]

which corresponds to a local current density \(2FN=22.7\) mA/cm².

Assume that excess acid carries the current in the liquid, so that copper ions move by diffusion alone, and that the mouth is held at \(c_b\). Let \(x\) be the depth below the mouth, \(c(x)\) the concentration averaged over the cross-section, and \(J=-D\,dc/dx\) the downward flux. In conformal growth a slice of thickness \(dx\) loses copper to its wall:

\[
\pi a^2\,[J(x)-J(x+dx)]=2\pi a\,dx\,N .
\]

Dividing by \(\pi a^2dx\) gives \(-dJ/dx=2N/a\), that is, \(D\,c''=2N/a\). At the bottom \(J(L)=N\). Integrating upwards from there,

\[
J(x)=N\left[1+\frac{2(L-x)}{a}\right].
\]

The concentration drop from mouth to bottom is the integral of \(J/D\):

\[
c_b-c(L)=\frac1D\int_0^L J\,dx=\frac ND\left(L+\frac{L^2}{a}\right).
\]

With a passive wall the second term is absent, and the drop is \(NL/D\).

A concentration cannot be negative, so the drop may not exceed \(c_b\). Inserting \(N=v/V_m\), the length that multiplies \(N/D\) must not exceed

\[
K=\frac{Dc_bV_m}{v}=340\ \mu\text{m}.
\]

At the start \(a=R\) and \(L=H\):

- Conformal: \(50+50^2/2.5=1050\) µm, or 308 % of \(K\). The required growth is impossible.
- Bottom-only: 50 µm, or 14.7 % of \(K\). The supply suffices, and the drop shrinks as the copper rises.

A numerical solution of the diffusion equation in \(r\) and \(x\), with these fluxes imposed on the surfaces, gives 1049.9 µm and 49.9 µm.

The 5 min of part (a) is therefore a geometric time that this bath cannot deliver. The largest speeds at which the two modes can start are \(Kv/1050\ \mu\text{m}=0.162\) µm/min and \(Kv/50\ \mu\text{m}=3.4\) µm/min. If these speeds were held constant, the geometric times would be

\[
\frac{R\,(H+H^2/R)}{Dc_bV_m}=\frac{H^2+RH}{Dc_bV_m}=15.4\ \text{min}\quad\text{(conformal)},\qquad
\frac{H^2}{Dc_bV_m}=14.7\ \text{min}\quad\text{(bottom-only)}.
\]

Their ratio is \(1+R/H=1.05\): if each mode is held at its own largest starting speed, the factor of 20 has gone. The bottom-only process could even speed up later, because its diffusion path shortens. The conformal process cannot hold its speed, as part (e) shows.

### (e) Slow conformal growth

At 0.050 µm/min the geometric filling time is \(2.5/0.050=50\) min, and \(K\) rises tenfold to 3404 µm. This exceeds 1050 µm, so uniform growth can start, provided the growth speed does not depend on the local copper concentration. A real plating rate usually does depend on it. If the rate is proportional to \(c\), the bottom grows at only about three quarters of the mouth speed from the start, and growth is never uniform. The rest of this part keeps the concentration-independent speed, the most favourable case. It continues until the bottom starves, when

\[
L+\frac{L^2}{a}=K,\qquad L=H-R+a .
\]

The second relation holds because radius and depth shrink by equal amounts. The numerical solution is \(a=0.692\) µm and \(L=48.19\) µm. Inserting it gives \(48.19+48.19^2/0.692\approx3404\) µm, as required. The time is \((2.5-0.692)/0.050=36.2\) min, well before closure.

A still lower speed postpones the failure but does not remove it. As \(a\to0\), \(L\) tends to \(H-R>0\), so \(L^2/a\) grows without bound while \(K\) stays finite. The steady-state treatment remains valid up to starvation. For \(a\ll L\) the condition reads \(a\approx L^2/K\), so the time left to closure is

\[
\frac av\approx\frac{L^2}{Kv}=\frac{L^2/D}{c_bV_m}.
\]

Here \(c_bV_m=0.80\times10^{-3}\times7.092\approx0.006\), so this time is more than a hundred times the diffusion time \(L^2/D\) at any speed low enough for uniform growth to start.

After starvation the lower part must grow more slowly than the mouth. If the mouth then closes first, liquid is trapped as a void. Uniform conformal growth thus cannot complete this deep via within the diffusion model.

### (f) The real case and the neglected effects

The dimensions are those of a typical through-silicon via, and 0.5 µm/min is a rough typical speed for bottom-up copper filling. A time of one to two hours is therefore a reasonable scale for the bottom-only mode. Real baths obtain the contrast between wall and bottom from additives that suppress or accelerate deposition. The contrast is finite and changes during filling, so the constant \(v\) and \(s\) used here are idealizations. The assumption of unlimited supply fails in the conformal mode. At the largest speed at which uniform growth can start, with the mouth held at \(c_b\), the geometric time is 15.4 min instead of 5 min, and even then uniform filling is not completed.

The other effects, for \(v=0.50\) µm/min at the start, are as follows.

- **Diffusion outside the mouth.** For an isolated via whose mouth has uniform concentration, the extra drop is (total copper rate)/\((4DR)\), the standard result for a disc. It is 23.6 % of \(c_b\) for conformal growth and 0.58 % for bottom-only growth. It worsens the conformal shortage: the largest starting speeds fall to 0.151 and 3.28 µm/min, and the times of part (d) become 16.6 and 15.3 min. Neighbouring vias and a stagnant layer over the wafer would add to it.
- **Migration.** Without excess acid, the electric field that holds the sulfate ions at rest doubles the copper flux for a given gradient. Then \(K\approx681\) µm. With 0.80 mol/L copper the acid is rarely in true excess: an ideal-solution estimate for 0.1 to 2 mol/L sulfuric acid gives \(K\) of about 380 to 680 µm. If singly charged bisulfate were the only other ion, the factor would be 3 and \(K\approx1021\) µm. All these values lie below 1050 µm, so the conclusion of part (d) stands.
- **Ohmic drop.** The current collects along the via as the copper flux does, so the same lengths apply. With a rough conductivity of 0.30 S/cm the drops are 7.9 mV (conformal) and 0.38 mV (bottom-only), against \(RT/F=25.7\) mV at 298 K, where \(R\) in this ratio is the gas constant. The conformal value would make growth somewhat uneven even with ample copper. These numbers are the ohmic part only. In steady state the ions that do not react have no net flux, and the concentration gradients add a diffusion potential. For an ideal solution of similar conductivity (0.1 mol/L acid) the full drop in bottom-only growth is about 0.9 mV, roughly twice the ohmic part.
- **Settling of the concentration.** The time \(H^2/D=5\) s is short compared with both filling times, which supports the steady-state treatment.
- **Seed layer.** A 0.10 µm copper seed on the wall leaves 2.4 µm to grow and shortens the conformal time from 5.0 to 4.8 min, by 4 %.

Of these, only the seed layer alters the geometric ratio at equal speed, from 20 to \(100/4.8\approx21\). The copper supply decides whether that speed can be reached. The numerical output below lists the values used.

## Table of computed values

```
Via diameter, radius, depth: 5.0, 2.5, 50.0 um
Growth speed: 0.50 um/min
Conformal filling time, formula: 5.00 min
Conformal filling time, sampled surfaces: 5.00 min
Bottom-only filling time, formula: 100.00 min
Bottom-only time, sampled surfaces: 100.00 min
Bottom-only time in hours: 1.67 h
Time ratio bottom-only/conformal: 20.0
Open fraction at half conformal time, formula: 0.2437
Open fraction at half conformal time, counted: 0.2437
Via volume: 981.7 um3
Copper molar mass, density: 63.546 g/mol, 8.96 g/cm3
Copper molar volume: 7.092 cm3/mol
Filling charge, from volume: 26.71 uC
Filling charge, integrated: 26.71 uC
Mean current, conformal: 89.04 nA
Mean current, bottom-only: 4.45 nA
Initial active-area ratio: 41.0
Local current density: 22.67 mA/cm2
Critical wall/bottom speed ratio: 5.0 %
Filling time with wall speed 3 % of v: 100.0 min
Filling time with wall speed 10 % of v: 50.0 min
Bath copper: 0.80 mol/L; diffusivity: 5.0e-06 cm2/s
Copper flux into surface: 1.175e-07 mol/(cm2 s)
Allowed drop length K: 340.4 um
Conformal drop length, formula: 1050.0 um
Conformal drop length, 2D solution: 1049.9 um
Bottom-only drop length, formula: 50.0 um
Bottom-only drop length, 2D solution: 49.9 um
Required drop/bath, conformal: 308.4 %
Required drop/bath, bottom-only: 14.7 %
Largest starting speed, conformal: 0.162 um/min
Largest starting speed, bottom-only: 3.40 um/min
R / largest conformal speed: 15.4 min
H / largest bottom-only speed: 14.7 min
Slow conformal speed: 0.050 um/min
Slow conformal ideal filling time: 50.0 min
Slow run: K = 3404 um
Slow run: open radius at starvation: 0.692 um
Slow run: open depth at starvation: 48.19 um
Slow run: time of starvation: 36.2 min
Diffusion settling time H^2/D: 5.0 s
Access drop/bath, conformal: 23.6 %
Access drop/bath, bottom-only: 0.58 %
Bath conductivity: 0.30 S/cm
Temperature: 298.15 K
Ohmic drop in via, conformal: 7.94 mV
Ohmic drop in via, bottom-only: 0.38 mV
Thermal voltage RT/F: 25.69 mV
Wall seed thickness: 0.10 um
Conformal time with wall seed: 4.80 min
Conformal time saved by seed: 4.0 %
```
